# Four-wave-mixing sidebands set by fourth-order dispersion in a normally dispersive fibre

## The setting

A strong pump at angular frequency $\omega_0$ travels along a single-mode silica fibre. Two pump photons can be converted into one photon at $\omega_0+\Omega$, the signal, and one at $\omega_0-\Omega$, the idler. The question is at which offset $\Omega$ this process amplifies a weak signal most strongly when the pump power is low.

Fields vary as $e^{i\beta z-i\omega t}$. The propagation constant $\beta(\omega)$ has derivatives $\beta_n=d^n\beta/d\omega^n$ at $\omega_0$, with

$$\beta_2=1\ \text{ps}^2/\text{km},\qquad \beta_4=-10^{-4}\ \text{ps}^4/\text{km}.$$

Positive $\beta_2$ is normal dispersion. Even orders above the fourth are omitted until part (g). The envelope $A(z,t)$ is scaled so that $|A|^2$ is power, and $t$ is measured in a frame moving at the pump's group velocity. It obeys

$$\frac{\partial A}{\partial z}=i\sum_{n\ge2}\frac{\beta_n}{n!}\left(i\frac{\partial}{\partial t}\right)^{n}A+i\gamma|A|^2A .$$

This assumes one polarisation, no loss, a uniform fibre and an instantaneous nonlinearity with constant coefficient $\gamma$. The pump is continuous and undepleted, and the sidebands are weak.

For numerical work take a pump wavelength of 1064 nm (281.76 THz), $\gamma=10$ /(W km), power $P=10$ W, length $L=20$ m and $\beta_3=0.07$ ps³/km.

## (a) Linear phase mismatch

**Question.** Find $\Delta\beta=\beta(\omega_0+\Omega)+\beta(\omega_0-\Omega)-2\beta(\omega_0)$. Which dispersion orders matter?

**Answer.** The Taylor series on the two sides of the pump are

$$\beta(\omega_0\pm\Omega)=\beta_0\pm\beta_1\Omega+\frac{\beta_2\Omega^2}{2}\pm\frac{\beta_3\Omega^3}{6}+\frac{\beta_4\Omega^4}{24}\pm\cdots$$

In the sum the odd terms cancel and the even terms double. Subtracting $2\beta_0$ leaves

$$\Delta\beta=\beta_2\Omega^2+\frac{\beta_4\Omega^4}{12}.$$

The cancellation occurs because the sidebands lie symmetrically about the pump, as energy conservation requires. The third-order term changes the sidebands' group velocities, but not this mismatch.

## (b) Equations for the sidebands

**Question.** Linearise the envelope equation about the pump and find the total mismatch, including the nonlinear phase.

**Answer.** With no sidebands, a constant-amplitude pump has no time derivatives, so the equation reduces to $dA/dz=i\gamma PA$ and $A=\sqrt P\,e^{i\gamma Pz}$. Now write

$$A=\left[\sqrt P+\varepsilon\right]e^{i\gamma Pz},\qquad \varepsilon=a(z)e^{-i\Omega t}+b(z)e^{i\Omega t}.$$

Here $a$ is the signal and $b$ the idler. To first order in $\varepsilon$,

$$|\sqrt P+\varepsilon|^2(\sqrt P+\varepsilon)\simeq P^{3/2}+2P\varepsilon+P\varepsilon^* .$$

Since $\varepsilon^*=a^*e^{i\Omega t}+b^*e^{-i\Omega t}$, the part varying as $e^{-i\Omega t}$ is $2Pa+Pb^*$. On a component $e^{-i\Omega t}$ the operator $i\partial_t$ gives $\Omega$, so dispersion multiplies $a$ by $iD(\Omega)$ with $D(\Omega)=\sum_{n\ge2}\beta_n\Omega^n/n!$. The $z$-derivative of the factored pump phase contributes $i\gamma Pa$ on the left. Moving it to the right leaves

$$a'=i[D(\Omega)+\gamma P]a+i\gamma Pb^* .$$

The same steps for $b$, followed by complex conjugation, give

$$(b^*)'=-i[D(-\Omega)+\gamma P]b^*-i\gamma Pa .$$

Split $D(\pm\Omega)=\Delta\beta/2\pm D_{\rm odd}$. The odd part then appears as $+iD_{\rm odd}$ in both equations. Setting $a=u\,e^{iD_{\rm odd}z}$ and $b^*=v\,e^{iD_{\rm odd}z}$ removes it without changing either power:

$$u'=\frac{i\kappa}{2}u+i\gamma Pv,\qquad v'=-i\gamma Pu-\frac{i\kappa}{2}v,\qquad \kappa=\Delta\beta+2\gamma P .$$

The nonlinear part of $\kappa$ can be read as follows. Each sideband acquires phase from the pump at rate $2\gamma P$, while the pump acquires its own at rate $\gamma P$. Two sidebands minus two pump photons give $4\gamma P-2\gamma P=2\gamma P$.

## (c) Signal gain

**Question.** A signal enters without an idler. Find its power gain $G$ and show which $\kappa$ maximises it at fixed $P$ and $L$.

**Answer.** Differentiate the equation for $u$ and substitute both first-order equations:

$$\begin{aligned}
u''&=\frac{i\kappa}{2}\left(\frac{i\kappa}{2}u+i\gamma Pv\right)+i\gamma P\left(-i\gamma Pu-\frac{i\kappa}{2}v\right)\\
&=\left[(\gamma P)^2-\frac{\kappa^2}{4}\right]u .
\end{aligned}$$

The two terms in $v$ cancel. Define $g^2=(\gamma P)^2-\kappa^2/4$. The initial conditions are $u(0)=u_0$ and, because $v(0)=0$, $u'(0)=i\kappa u_0/2$. Hence

$$u(L)=u_0\left[\cosh gL+\frac{i\kappa}{2g}\sinh gL\right].$$

For real $g$, take the squared modulus, use $\cosh^2=1+\sinh^2$, and then use $g^2+\kappa^2/4=(\gamma P)^2$:

$$G=1+\left(1+\frac{\kappa^2}{4g^2}\right)\sinh^2gL=1+\frac{(\gamma P)^2}{g^2}\sinh^2gL .$$

If $|\kappa|>2\gamma P$, then $g=iq$ with $q$ real, and the same calculation gives

$$G=1+\frac{(\gamma P)^2}{q^2}\sin^2qL .$$

This oscillates with length instead of growing exponentially.

To locate the maximum, note that

$$\frac{\sinh gL}{g}=L+\frac{g^2L^3}{6}+\frac{g^4L^5}{120}+\cdots$$

increases with $g^2$ when $g$ is real. When $g$ is imaginary, its counterpart satisfies $|\sin qL/q|\le L$, so it never exceeds the value at $g=0$. The gain is therefore greatest where $g^2$ is greatest, at $\kappa=0$, and there $G=1+\sinh^2(\gamma PL)$.

## (d) The low-power offset

**Question.** Find the offset of the gain peak at power $P$, take the limit $P\to0$, and evaluate it. What happens for other signs of the dispersion?

**Answer.** Let $X=\Omega^2$ and write $\beta_4=-|\beta_4|$. The condition $\kappa=0$ becomes

$$\frac{|\beta_4|}{12}X^2-\beta_2X-2\gamma P=0 .$$

The quadratic formula gives

$$X=\frac{\beta_2\pm\sqrt{\beta_2^2+\frac{2}{3}|\beta_4|\gamma P}}{|\beta_4|/6}.$$

For $P>0$ the square root exceeds $\beta_2$, so the lower sign makes $X$ negative and gives no real offset. The peak is at

$$\Omega_{\rm pk}^2=\frac{6}{|\beta_4|}\left[\beta_2+\sqrt{\beta_2^2+\frac{2}{3}|\beta_4|\gamma P}\right].$$

As $P\to0$ the square root tends to $\beta_2$, and therefore

$$\boxed{\Omega_0=\sqrt{\frac{12\beta_2}{|\beta_4|}}}$$

The numbers are

$$\Omega_0^2=\frac{12\times1}{10^{-4}}\ \text{ps}^{-2}=120000\ \text{ps}^{-2},\qquad \Omega_0=346.41\ \text{rad/ps},$$

$$\frac{\Omega_0}{2\pi}=55.13\ \text{THz}.$$

The offset is thus about **55 THz**. A numerical root of the mismatch, formed from the propagation constant with $\beta_3$ retained, is also 55.133 THz. The sidebands are at $281.76\pm55.13$ THz, or 889.9 nm and 1322.8 nm. Their wavelength separations from the pump differ because equal frequency steps are not equal wavelength steps.

At this offset the second-order term is $\beta_2\Omega_0^2=120000$ km$^{-1}$, or 120 m$^{-1}$. Alone it would produce a phase slip of $\pi$ in $\pi/120$ m, about 26 mm. The fourth-order term cancels it.

The signs matter:

- If $\beta_2>0$ and $\beta_4>0$, every term in $\kappa$ is positive. Then $\kappa>2\gamma P$ for non-zero $\Omega$, and there is no exponential gain.
- If $\beta_2<0$ and $\beta_4$ is negligible, $\kappa=0$ gives $\Omega^2=2\gamma P/|\beta_2|$. This is ordinary modulation instability, whose peak moves to zero offset as the power falls.
- If $\beta_2<0$ and $\beta_4>0$, $\kappa=0$ has two positive roots for $\Omega^2$ at low power. As $P\to0$ one tends to zero offset and the other to $\Omega=\sqrt{12|\beta_2|/\beta_4}$.
- If $\beta_2=0$ and $\beta_4<0$, the peak formula gives $\Omega_{\rm pk}^4=24\gamma P/|\beta_4|$. With the present $\gamma P=100$ km$^{-1}$ and $\beta_4$, this is $(2.4\times10^7)^{1/4}=70.0$ rad/ps, or 11.1 THz.

The last case shows why "low power" must be judged relative to $\beta_2$: at zero dispersion the peak offset varies as $P^{1/4}$, so it tends to zero instead of settling at a non-zero value as the power falls.

## (e) Finite power and the gain band

**Question.** How far does the peak move at 10 W, and where does $\Omega_0$ lie within the band of exponential gain?

**Answer.** Define the ratio of nonlinear to second-order mismatch,

$$\eta=\frac{2\gamma P}{\beta_2\Omega_0^2}=\frac{\gamma P|\beta_4|}{6\beta_2^2}.$$

Then $\frac23|\beta_4|\gamma P=4\eta\beta_2^2$, and the peak formula becomes

$$\Omega_{\rm pk}^2=\frac{\Omega_0^2}{2}\left[1+\sqrt{1+4\eta}\right]\simeq\Omega_0^2(1+\eta)\qquad(\eta\ll1).$$

Taking the square root to first order gives

$$\Omega_{\rm pk}-\Omega_0\simeq\frac{\eta\Omega_0}{2}=\frac{\gamma P}{\beta_2\Omega_0}.$$

Here $\eta=200/120000=0.00167$, so the low-power condition holds. The estimated shift is $100/346.41=0.289$ rad/ps, or 0.046 THz. The full formula places the peak at 55.179 THz, also 0.046 THz above the low-power value.

Exponential gain requires $g^2>0$, hence $|\kappa|<2\gamma P$. Subtracting $2\gamma P$ throughout gives

$$-4\gamma P<\Delta\beta<0 .$$

The linear mismatch can be written

$$\Delta\beta=\beta_2\Omega^2\left(1-\frac{\Omega^2}{\Omega_0^2}\right).$$

It is positive for $0<\Omega<\Omega_0$, so no exponential gain occurs there. Beyond $\Omega_0$ it is negative and falls steadily, because

$$\frac{d\Delta\beta}{d\Omega}=2\beta_2\Omega\left(1-\frac{2\Omega^2}{\Omega_0^2}\right)<0 .$$

On the positive-offset side there is consequently one band, with $\Omega_0$ as its inner edge. Its peak lies where $\Delta\beta=-2\gamma P$ and its outer edge where $\Delta\beta=-4\gamma P$. The outer edge follows from the peak formula with $P$ replaced by $2P$, which gives 55.224 THz.

At $\Omega_0$ the slope is $-2\beta_2\Omega_0$, so the width is approximately

$$\frac{4\gamma P}{2\beta_2\Omega_0}=\frac{2\gamma P}{\beta_2\Omega_0}.$$

This gives 0.092 THz, in agreement with the full formula. An eigenvalue scan of the sideband equations, in steps of 0.001 rad/ps, reproduced the peak and both edges within 0.003 rad/ps.

The band shrinks towards $\Omega_0$ as $P\to0$, and the gain vanishes with it. The low-power offset is therefore a limiting position, not a place where a pump of zero power amplifies light.

In a fibre of fixed length the observable gain curve does not become arbitrarily narrow. For $\gamma PL\ll1$, part (c) reduces to

$$G-1\simeq(\gamma PL)^2\left[\frac{\sin(\kappa L/2)}{\kappa L/2}\right]^2 .$$

Its first zeros are at $\kappa=\pm2\pi/L$, so length then sets the width, while the centre still tends to $\Omega_0$. The same formula also gives a lobe around zero offset, where $\Delta\beta$ is again small; to this order its gain equals that near $\Omega_0$.

## (f) Gain at the peak and at the low-power offset

**Question.** Calculate the signal gain at $\Omega_{\rm pk}$ and at $\Omega_0$ for the given fibre.

**Answer.** The nonlinear phase is

$$\gamma PL=100\ \text{km}^{-1}\times0.020\ \text{km}=2 .$$

At the peak, $\kappa=0$ and

$$G=1+\sinh^2 2=1+(3.627)^2=14.15,$$

which is 11.51 dB. At $\Omega_0$ the linear mismatch is zero, so $\kappa=2\gamma P$ and $g=0$. Since $\sinh(gL)/g\to L$,

$$G=1+(\gamma PL)^2=1+2^2=5,$$

or 6.99 dB. The dependence on length at this edge is quadratic, not exponential.

These two gains were tested by split-step integration of the original nonlinear equation, with $\beta_3$ retained and an input signal of $10^{-8}$ of the pump power. It gave 11.51 dB and 6.99 dB. Thus an offset error of only 0.046 THz, with power and length held fixed, costs 4.5 dB in this model.

## (g) A real fibre

**Question.** The parameters are meant to resemble a silica photonic-crystal fibre. Which neglected effects move the sidebands, and which reduce their gain?

**Answer.** The chosen dispersion, $\gamma$ and pump wavelength are rough values for a small-core fibre of this kind, not measurements of a particular sample. They put the nearest zero-dispersion wavelength at 1072.6 nm, so the pump is 8.6 nm to its short-wavelength, normally dispersive side. The predicted position depends strongly on the truncation of the dispersion series and on the values of $\beta_2$ and $\beta_4$. Because $\Omega_0$ depends on their ratio, small relative errors in the two matter equally. Uniformity along the length strongly affects the gain.

*Sixth-order dispersion.* The next even term is $2\beta_6\Omega^6/720=\beta_6\Omega^6/360$. For a rough $\beta_6=-5\times10^{-10}$ ps⁶/km it equals $-2400$ km$^{-1}$ at $\Omega_0$. Dividing by $2\beta_2\Omega_0=693$ ps/km gives a first-order shift of $-3.46$ rad/ps, or $-0.55$ THz. Solving the full condition gives $-0.53$ THz. This exceeds the power shift by more than a factor of ten, so the decimals of 55.133 THz belong to the truncated model, not to a real fibre. The value of $\beta_6$ is itself uncertain by about a factor of two: step-index silica cores with partly or wholly air-filled cladding, sized to give $\beta_2=1$ ps²/km at 1064 nm, have $\beta_3$ and $\beta_4$ close to those assumed but $\beta_6$ near $-1\times10^{-9}$ ps⁶/km, a shift near $-0.9$ THz and offsets between 51 and 55 THz.

*Pump tuning.* With $\beta_4$ held fixed, $\Omega_0\propto\sqrt{\beta_2}$. Shortening the pump wavelength by 1 nm raises its angular frequency by 1.67 rad/ps and changes $\beta_2$ by approximately $0.07\times1.67=0.117$ ps²/km. The offset rises by the factor $\sqrt{1.117}\simeq1.057$, or 3.1 THz. The sidebands are widely tunable, but their predicted position is correspondingly sensitive to the dispersion.

*Non-uniformity.* Suppose the zero-dispersion wavelength drifts linearly by 0.1 nm from end to end. Then $\beta_2$ changes by about 0.0117 ps²/km, and the mismatch at fixed offset changes by

$$0.0117\times120000\simeq1400\ \text{km}^{-1}.$$

The whole exponential band spans only $4\gamma P=400$ km$^{-1}$, so any given offset is within it for at most about 29% of the fibre. With power and length unchanged, section-by-section integration gives a best gain near 55 THz of 5.6 dB (5.7 dB if the 0.1 nm is converted to frequency at the zero-dispersion wavelength rather than at the pump), compared with 11.5 dB in the uniform fibre. The lobe near zero offset is insensitive to the drift and keeps 7.0 dB, so it now exceeds the far sideband.

*Delayed Raman response.* Part of silica's nonlinearity comes from nuclear motion. If the intensity beat at $\Omega$ drives a response reduced by a real factor $R$, the beat terms in part (b) change from $\gamma P(a+b^*)$ to $R\gamma P(a+b^*)$. The steady pump phase is unchanged. Thus $\gamma P$ is replaced by $R\gamma P$ in both $\kappa$ and the coupling. A rough damped-oscillator model, with times of about 12 and 32 fs and a delayed fraction of 0.18, gives $R=0.808$; its small imaginary part is omitted. The peak gain becomes

$$1+\sinh^2(0.808\times2)=6.84,$$

or 8.35 dB. A split-step test with this reduced response agreed within 0.2% in power gain. The position of this sideband at low power is unaffected, since the nonlinear term still vanishes as $P\to0$. It is then no longer the strongest gain, however. The lobe near zero offset keeps $R\simeq1$, and Raman gain, which comes from the imaginary part of $R$, is first order in $P$ while the mixing gain is second order. In the same model at 1 W, $G-1$ is about 0.026 at 55 THz, 0.04 near zero offset and 0.11 at the Raman peak 13 THz below the pump; at 10 W in a uniform fibre the 55 THz peak is the largest.

*Competing and smaller effects.* With a rough effective area of 15.4 µm², ordinary Raman amplification at its own peak would reach several decibels (5.7 dB with the rough coefficient quoted at the end, 4.4 dB with the damped-oscillator model above), so it is a real competitor. If $\gamma$ is proportional to frequency, the coupling is multiplied by $\sqrt{1-(\Omega_0/\omega_0)^2}=0.98$. A rough loss of 10 dB/km attenuates light by 0.2 dB over the fibre. It also lowers the average pump power by about 2.3%, which reduces $\gamma PL$ from 2 to 1.955 and costs roughly another 0.4 dB of peak gain.

A narrow-line continuous pump has a more serious limitation. The steady-state estimate of the Brillouin threshold varies inversely with interaction length. For continuous light over 20 m it is about 0.5 W, below the 10 W assumed here. For a 1 ns pulse the interaction length is only about 0.10 m, and the same formula would give roughly 100 W. Such a pulse is also shorter than the acoustic lifetime of a few nanoseconds, so the acoustic wave cannot build up fully and the actual threshold is higher still. Nanosecond pulses therefore suit the example better. The largest pump-sideband delay is 91 ps, about 9% of a 1 ns pulse, so the continuous-wave analysis remains a reasonable approximation near the peak of a pulse whose peak power is 10 W. The gain averaged over a smooth pulse is lower, because the power falls away from the peak.

These corrections have been sized separately, and their combined gain has not been calculated. For the stated coefficients the low-power offset is 55 THz; the 11.5 dB gain additionally requires a uniform fibre with negligible loss, a constant pump power and an instantaneous response. The Raman and Brillouin estimates used rough gain coefficients of $10^{-13}$ and $3\times10^{-11}$ m/W.

## Computed values

```
beta2: 1 ps^2/km
beta3, rough: 0.07 ps^3/km
beta4: -0.0001 ps^4/km
gamma, rough: 10 1/(W km)
Pump power: 10 W
Fibre length: 20 m
Pump wavelength: 1064.0 nm
Pump frequency: 281.76 THz
Omega0 squared: 120000 rad^2/ps^2
Omega0: 346.410 rad/ps
Low-power offset: 55.133 THz
Offset from numerical root: 55.133 THz
Short-wave sideband: 889.9 nm
Long-wave sideband: 1322.8 nm
gamma P: 100 1/km
2 gamma P/(beta2 Omega0^2): 0.001667 (ratio)
Gain-peak offset: 55.179 THz
Power shift of peak: 0.0458 THz
Outer gain edge: 55.224 THz
Gain-band width: 0.0915 THz
Peak signal gain, formula: 11.51 dB
Peak signal gain, split-step: 11.51 dB
Gain at Omega0, formula: 6.99 dB
Gain at Omega0, split-step: 6.99 dB
beta6, rough: -5e-10 ps^6/km
Offset shift from beta6: -0.533 THz
Zero-dispersion wavelength: 1072.6 nm
Offset shift, pump 1 nm shorter: 3.12 THz
Best gain, 0.1 nm linear drift: 5.58 dB
Raman fraction, rough: 0.18 (ratio)
Delayed-response coupling factor: 0.8081 (ratio)
Peak gain with delayed response: 8.35 dB
Effective area, rough: 15.4 um^2
Competing peak Raman gain, rough: 5.7 dB
Coupling factor from frequency: 0.9807 (ratio)
Fibre loss over length, rough: 0.20 dB
Pump pulse duration, rough: 1000 ps
Largest pump-sideband walk-off: 90.9 ps
Brillouin threshold, rough: 104 W
```
